# Donor levels in silicon from two valley couplings, derived twice

Anyone who models a donor qubit in silicon with a six-valley Hamiltonian must decide how many coupling constants to give it. With a single constant for every pair of different valleys, the six lowest orbital states form a singlet and a fivefold level. With separate constants for opposite and perpendicular valleys, the fivefold level divides into a doublet and a triplet. The choice fixes which excited states the model can tell apart, and how far they lie above the qubit's ground state.

## The valley functions and their phases

The conduction band of silicon has six equivalent minima, at distance $k_0$ from the zone centre along $\pm x,\pm y,\pm z$. Consider one electron bound to a donor on a lattice site, with no strain or applied field. The site has the tetrahedral point group $T_d$. Spin–orbit coupling is neglected, so spin merely doubles each orbital level.

For each valley $j$ take the lowest, 1s-like function
$$
\phi_j(\mathbf r)=F_j(\mathbf r)\,\psi_j(\mathbf r),
$$
where $F_j$ is a smooth envelope and $\psi_j$ is the Bloch function at the minimum. The six functions are assumed to be well separated in energy from higher envelope states. For real donors this holds only roughly: effective-mass theory puts the $2p_0$ level about 20 meV above the 1s level, which is comparable to the splittings found below. The degeneracies follow from symmetry and survive mixing with higher states, but results that assume one common envelope, such as the density at the nucleus, are then approximate.

Their phases must be fixed before matrix elements can be compared. Put the origin at the donor nucleus and let an operation $g$ act as $(g\phi)(\mathbf r)=\phi(g^{-1}\mathbf r)$. The 24 operations of $T_d$ permute the coordinates and change their signs so that the product $xyz$ is preserved. Four of them leave valley $+x$ in place: the identity, the half-turn about $x$, and the mirrors $y\leftrightarrow z$ and $y\leftrightarrow -z$. The Bloch function at the minimum has $\Delta_1$ symmetry, so these four leave it unchanged. They also leave the envelope unchanged.

We may therefore define $\phi_j=g\phi_{+x}$, using any $g$ that carries $+x$ to $j$. Two such operations differ by one of the four that leave $\phi_{+x}$ unchanged, so they give the same function. With this choice $T_d$ permutes the six functions without extra phase factors.

The functions need not be orthogonal. Let $S_{ij}=\langle\phi_i|\phi_j\rangle$ and $W_{ij}=\langle\phi_i|\hat H|\phi_j\rangle$. Both matrices commute with the valley permutations. If the functions are linearly independent, $S$ is positive definite, and
$$
H=S^{-1/2}WS^{-1/2}
$$
also commutes with them. This $H$ is the Hamiltonian in the orthonormal states $|j\rangle=\sum_i|\phi_i\rangle(S^{-1/2})_{ij}$, which are permuted in the same way.

## First derivation: classify the pairs, then diagonalize

Symmetry gives $H_{gi,gj}=H_{ij}$. Entries are therefore equal whenever an operation carries one ordered pair of valleys to the other.

The six pairs $(j,j)$ are connected, because $T_d$ can carry any valley to any other. The six pairs $(j,-j)$ are connected for the same reason, since an operation that moves $j$ moves $-j$ with it. There remain $6\times4=24$ perpendicular pairs. An operation that keeps both $+x$ and $+y$ can at most reverse $z$, but that reversal changes the sign of $xyz$ and is not in $T_d$. Only the identity keeps the pair, so the 24 operations produce 24 different pairs, which is all of them.

Three constants remain:
$$
H_{jj}=\varepsilon,\qquad H_{j,-j}=-a,\qquad H_{ij}=-b\quad(i\perp j).
$$
The minus signs make $a$ and $b$ positive for attractive coupling.

Both are real. The half-turn about $z$ exchanges $+x$ and $-x$, so $H_{+x,-x}=H_{-x,+x}$, while Hermiticity makes these two numbers complex conjugates. The mirror $x\leftrightarrow y$ does the same for $+x$ and $+y$. The 12 rotations of $T_d$, combined with Hermiticity alone, would permit a complex perpendicular coupling. The mirror excludes it. Time reversal would do so as well, since without a magnetic field $H_{ij}^*=H_{-i,-j}$, and the half-turn about $z$ gives $H_{-x,-y}=H_{+x,+y}$.

Now form even and odd states on each axis,
$$
|\alpha_\pm\rangle=\frac{|{+\alpha}\rangle\pm|{-\alpha}\rangle}{\sqrt2},\qquad \alpha=x,y,z.
$$
For an odd state, the component of $H|\alpha_-\rangle$ on any perpendicular valley is $(-b+b)/\sqrt2=0$. On $+\alpha$ it is $(\varepsilon+a)/\sqrt2$, and on $-\alpha$ it is $(-a-\varepsilon)/\sqrt2$. Hence
$$
H|\alpha_-\rangle=(\varepsilon+a)|\alpha_-\rangle .
$$
The three odd states transform like $x,y,z$, which is the representation $T_2$.

For the even states, the diagonal element is
$$
\langle\alpha_+|H|\alpha_+\rangle=\tfrac12(\varepsilon-a-a+\varepsilon)=\varepsilon-a .
$$
Between different axes four entries contribute, each with weight $\tfrac12$:
$$
\langle\alpha_+|H|\beta_+\rangle=\tfrac12(-4b)=-2b .
$$
The even block is thus
$$
H_+=\begin{pmatrix}
\varepsilon-a&-2b&-2b\\
-2b&\varepsilon-a&-2b\\
-2b&-2b&\varepsilon-a
\end{pmatrix}.
$$
On the vector $(1,1,1)$ each row gives $\varepsilon-a-4b$. For a vector with $c_x+c_y+c_z=0$, the first row gives
$$
(\varepsilon-a)c_x-2b(c_y+c_z)=(\varepsilon-a+2b)c_x,
$$
and the other rows behave alike. There are two independent vectors of this kind. The levels are
$$
\boxed{\begin{aligned}
E_A&=\varepsilon-a-4b &&\text{(singlet } A_1),\\
E_E&=\varepsilon-a+2b &&\text{(doublet } E),\\
E_T&=\varepsilon+a &&\text{(triplet } T_2).
\end{aligned}}
$$

## Second derivation: begin with the levels

This route neither classifies pairs nor diagonalizes a matrix. It finds which representations occur, writes $H$ in terms of its unknown levels, and reads off the couplings.

The character of a permutation is the number of valleys it leaves in place. The table compares it with the characters of three irreducible representations.

| | identity | 8 third-turns | 3 half-turns | 6 $S_4$ | 6 mirrors |
|---|---|---|---|---|---|
| valleys | 6 | 0 | 2 | 0 | 2 |
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $E$ | 2 | −1 | 2 | 0 | 0 |
| $T_2$ | 3 | 0 | −1 | −1 | 1 |

Here $S_4$ denotes a quarter-turn combined with reflection in the plane normal to its axis. The last three rows add up to the first in every column, so the valley space contains $A_1$, $E$ and $T_2$ once each. Since $H$ commutes with the group and no representation is repeated, Schur's lemma makes $H$ a number on each subspace:
$$
H=E_AP_A+E_EP_E+E_TP_T .
$$

The projector on a representation $\Gamma$ of dimension $d_\Gamma$ has the elements
$$
(P_\Gamma)_{ij}=\frac{d_\Gamma}{24}\sum_{g:\,gj=i}\chi_\Gamma(g),
$$
where the sum covers the four operations that carry $j$ to $i$. These are:

- for $+x\to+x$, the identity, one half-turn and two mirrors;
- for $+x\to-x$, two half-turns and two $S_4$ operations;
- for $+x\to+y$, two third-turns, one $S_4$ operation and one mirror.

For $A_1$ every sum is 4, so every element is $4/24=1/6$. For $E$ the three elements are
$$
\tfrac{2}{24}(2+2+0+0)=\tfrac13,\qquad
\tfrac{2}{24}(2+2+0+0)=\tfrac13,\qquad
\tfrac{2}{24}(-1-1+0+0)=-\tfrac16 .
$$
For $T_2$ they are
$$
\tfrac{3}{24}(3-1+1+1)=\tfrac12,\qquad
\tfrac{3}{24}(-1-1-1-1)=-\tfrac12,\qquad
\tfrac{3}{24}(0+0-1+1)=0 .
$$
The other perpendicular pairs involve the same classes of operations and give the same values. The entries of $H$ follow:
$$
\begin{aligned}
\varepsilon&=\tfrac16E_A+\tfrac13E_E+\tfrac12E_T,\\
-a&=\tfrac16E_A+\tfrac13E_E-\tfrac12E_T,\\
-b&=\tfrac16E_A-\tfrac16E_E .
\end{aligned}
$$
They are real because the levels and the projectors are real.

Subtracting the second line from the first gives $E_T=\varepsilon+a$. Adding the two gives $\varepsilon-a=\tfrac13E_A+\tfrac23E_E$. The third line says $E_E=E_A+6b$, so
$$
\varepsilon-a=\tfrac13E_A+\tfrac23(E_A+6b)=E_A+4b .
$$
Hence $E_A=\varepsilon-a-4b$ and $E_E=\varepsilon-a+2b$, as before.

## What each derivation assumes

Both need a tetrahedral site, the phase convention above and a space of six valley states. They use these assumptions differently.

The first derivation uses symmetry to establish the pattern of the matrix. After that it is plain algebra, and it applies to any matrix with this pattern, including one written down as a fit.

The second relies on each representation occurring once. If a second shell of six 2s-like envelope states is included, $A_1$, $E$ and $T_2$ each occur twice, and symmetry no longer fixes the eigenvectors. States of equal symmetry from the two shells mix, and each level requires a $2\times2$ problem.

The second route also shows what a fit can establish. Any three real numbers $E_A,E_E,E_T$ correspond to one set $(\varepsilon,a,b)$. Reproducing three measured levels with three constants fitted to them is therefore no evidence that the couplings have been calculated correctly. Such evidence must come from another quantity or from an independent calculation of the constants.

## Gaps, order and a numerical case

The differences between the levels are
$$
E_E-E_A=6b,\qquad E_T-E_A=2a+4b,\qquad E_E-E_T=2(b-a).
$$
The singlet is the unique ground state when $b>0$ and $a+2b>0$, and not otherwise. A negative $a$ is thus compatible with a singlet ground state, provided that $a>-2b$. The doublet lies above the triplet when $b>a$.

Take the round values $\varepsilon=-30$ meV, $a=1$ meV and $b=2$ meV, with energies measured from the conduction-band edge. Then
$$
\begin{aligned}
E_A&=-30-1-8=-39\ \text{meV},\\
E_T&=-30+1=-29\ \text{meV},\\
E_E&=-30-1+4=-27\ \text{meV}.
\end{aligned}
$$
The triplet lies 10 meV (2.418 THz) above the singlet, and the doublet 12 meV (2.902 THz). Conversely, the gaps return $b=12/6=2$ meV and $a=10/2-12/3=1$ meV.

With $\varepsilon$ and $b$ held fixed, raising $a$ to 2 meV gives a singlet at −40 meV and five states at −28 meV. Raising it to 3 meV reverses the upper levels: the doublet is at −29 meV and the triplet at −27 meV, above a singlet at −41 meV.

This answers the opening question for the example. A one-constant model fitted to the 12 meV doublet gap also puts the triplet at 12 meV, which is 20% above its value of 10 meV in the two-constant model. One constant is adequate if $2|b-a|$ is small compared with the energy resolution that the calculation needs.

## Why the two couplings differ

Symmetry permits $a\ne b$ but does not give their sizes. A simplified model shows one cause. Replace the Bloch functions by plane waves, and keep only the matrix elements of the donor potential $V$. Before orthonormalization,
$$
a=-\int F_{+x}F_{-x}V e^{-2ik_0x}\,d^3r,\qquad
b=-\int F_{+x}F_{+y}V e^{-ik_0(x-y)}\,d^3r .
$$
The potential must supply a wave number $2k_0$ in the first case and $\sqrt2k_0$ in the second. For a contact potential both integrals sample the envelopes at the origin, and $a=b$.

For a Gaussian well $V=-V_0e^{-r^2/2\sigma^2}$, much narrower than the envelopes, the Fourier transform is proportional to $e^{-q^2\sigma^2/2}$. Therefore
$$
\frac ab\simeq\frac{e^{-2k_0^2\sigma^2}}{e^{-k_0^2\sigma^2}}=e^{-k_0^2\sigma^2}.
$$
For $\sigma=0.05/k_0$ this is 0.9975, and numerical integration gives the same value. For $\sigma=0.6/k_0$ it gives 0.70, while integration gives 0.76.

The envelopes account for the difference. The integration used Gaussian envelopes of width $L_l=1.8/k_0$ along the valley axis and $L_t=2.7/k_0$ across it, in the form $F_{\pm x}\propto e^{-x^2/2L_l^2-(y^2+z^2)/2L_t^2}$. Their product narrows the effective well. Along $x$, the squared width becomes
$$
s_a^2=\left(\frac1{\sigma^2}+\frac2{L_l^2}\right)^{-1}=\frac{0.295}{k_0^2}
$$
for opposite valleys, and
$$
s_b^2=\left(\frac1{\sigma^2}+\frac1{L_l^2}+\frac1{L_t^2}\right)^{-1}=\frac{0.310}{k_0^2}
$$
for perpendicular ones. The exponential factors then give $e^{-2(0.295)+0.310}=0.76$. The ratio of the Gaussian prefactors differs from one by about 0.1%.

In silicon the periodic parts of the Bloch functions contribute further wave vectors from the reciprocal lattice. The plane-wave result $a<b$ for this well is therefore not a prediction for a real donor.

## Overlap and the density at the nucleus

A harder case adds four wells of depth $0.3V_0$ and the same width $0.6/k_0$, centred at $0.7/k_0$ times $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. This potential has $T_d$ symmetry but no inversion centre. The overlaps are $s_o=0.039$ for opposite valleys and $s_p=0.098$ for perpendicular ones.

In units of $V_0$, orthonormalization changes $(\varepsilon,a,b)$ from $(-0.0743,0.0295,0.0459)$ to $(-0.0615,0.0149,0.0311)$. The second set gives
$$
\begin{aligned}
E_A&=-0.0615-0.0149-4(0.0311)=-0.201,\\
E_T&=-0.0615+0.0149=-0.047,\\
E_E&=-0.0615-0.0149+2(0.0311)=-0.014 .
\end{aligned}
$$
Solving the full problem with its overlap matrix gives the same levels, with multiplicities 1, 3 and 2. With the zero of energy where $V$ vanishes, the overlaps here halve $a$. The raw value even depends on that zero, since adding a constant $c$ to the energy changes $W$ by $cS$ and the raw $a$ by $-cs_o$, while the orthonormalized $a$ is unchanged. Couplings computed from nonorthogonal functions should therefore not be inserted directly in the boxed formulas unless the overlaps are negligible.

The eigenvectors also determine the electron density at the nucleus, to which the contact hyperfine coupling is proportional. Every operation leaves the origin in place, so all $\phi_j(0)$ are equal. A state $\sum_jc_j\phi_j$ has amplitude $\phi(0)\sum_jc_j$ there. This sum vanishes for the doublet and the triplet. For the singlet all $c_j=c$, and normalization requires
$$
1=c^2\sum_{ij}S_{ij}=6c^2(1+s_o+4s_p).
$$
The density is therefore
$$
|\Psi_A(0)|^2=36c^2|\phi(0)|^2=\frac{6\,|\phi(0)|^2}{1+s_o+4s_p}.
$$
The factor is 6 without overlap and 4.19 in this model.

## Lower symmetry and real donors

Removing the well at $(-1,-1,1)$ leaves one threefold axis. The levels become −0.182, −0.044 (twice), −0.029 and −0.012 (twice), in units of $V_0$. The triplet has split, and two constants no longer describe the couplings.

Strain along $z$ can be treated by hand. Let it raise the $x$ and $y$ valleys by $\eta$ and lower the $z$ valleys by $2\eta$, with $a$ and $b$ held fixed. The odd states remain eigenstates, at $\varepsilon+a+\eta$ (twice) and $\varepsilon+a-2\eta$. The singlet has no first-order shift, because the valley shifts average to zero. The perturbation $D$ turns it into
$$
D|A\rangle=\frac{\eta}{\sqrt6}(1,1,1,1,-2,-2),
$$
which is even with zero sum and so lies in the doublet space. Its squared norm is $\eta^2(4+8)/6=2\eta^2$. To second order,
$$
\delta E_A=-\frac{2\eta^2}{E_E-E_A}=-\frac{\eta^2}{3b}.
$$
For $b=2$ meV and $\eta=1$ meV this estimate is −0.17 meV, while the triplet splits by $3\eta=3$ meV. The doublet admixture has probability $2\eta^2/(6b)^2=1/72$, or 1.4%, to lowest order. Both estimates are slightly low, because the strain also shifts the admixed doublet state $|d\rangle=(1,1,1,1,-2,-2)/\sqrt{12}$ by $\langle d|D|d\rangle=-\eta$. Since $D$ does not lead out of the space of $|A\rangle$ and $|d\rangle$, the exact levels, measured from the unstrained singlet, are the eigenvalues of
$$
\begin{pmatrix}0&\sqrt2\,\eta\\ \sqrt2\,\eta&6b-\eta\end{pmatrix}.
$$
The lower one is $(11-\sqrt{129})/2=-0.18$ meV, and its state has a doublet probability of 1.6%. The doublet part contributes nothing at the nucleus, so the density there falls by about 1.6% in this model, which holds the couplings and envelopes fixed.

For phosphorus, arsenic and antimony in silicon, the singlet lies roughly 10 to 23 meV below the other 1s levels, and the doublet is above the triplet by roughly 1 to 2.5 meV. The round parameters of the first example are of this size. The envelopes of the plane-wave model are not: its widths are about 0.18 and 0.27 nm, while effective-mass envelopes decay over roughly 1.4 nm along the valley axis and 2.4 nm across it, about eight times further, so the model greatly exaggerates the overlaps. An implanted donor must also occupy a site of $T_d$ symmetry after annealing for the tetrahedral result to apply. For these three donors that is the lattice site; the tetrahedral interstitial site has the same point group and gives the same pattern with other constants. A nearby defect, an interface, a gate field or any strain other than a uniform dilation breaks the assumed symmetry. For small valley shifts that are equal for opposite valleys and average to zero, as in the strain example, the excited levels respond in first order and the ground level in second. Other disturbances can move the ground level in first order too. Weakening one outer well in the model above does so, and removing it raises the singlet from −0.201 to −0.182, a larger shift than that of any other level. The numerical output below lists the values for the first example and the real-space model; the strain estimates were worked out by hand.

## Calculated quantities

```
Ordered valley-pair orbit sizes: [6, 6, 24]
Representation content: {'A1': 1, 'A2': 0, 'E': 1, 'T1': 0, 'T2': 1}
Largest imaginary entry, rotations only: 0.411
WORKED EXAMPLE
eps = -30.0 meV, a = 1.0 meV, b = 2.0 meV
Singlet level: -39.000 meV
Triplet level: -29.000 meV
Doublet level: -27.000 meV
Triplet minus singlet: 10.000 meV = 2.418 THz
Doublet minus singlet: 12.000 meV = 2.902 THz
Doublet minus triplet: 2.000 meV
Recovered a, b, eps: 1.000, 2.000, -30.000 meV
Levels for a = b = 2 meV: [-40. -28. -28. -28. -28. -28.] meV
Levels for a = 3, b = 2 meV: [-41. -29. -29. -27. -27. -27.] meV
REAL-SPACE MODEL (length 1/k0, energy = central well depth)
Envelope widths along, across: 1.8, 2.7 1/k0
Well width: 0.6 1/k0; lobe depth: 0.3 well depth
Lobe coordinate on each axis: 0.7 1/k0
Overlap opposite, perpendicular: 0.03916, 0.09797 (no unit)
Before orthonormalization eps, a, b: -0.074289, 0.029499, 0.045865 well depth
After orthonormalization eps, a, b: -0.061529, 0.014913, 0.031071 well depth
Six levels: [-0.200728 -0.046616 -0.046616 -0.046616 -0.014299 -0.014299] well depth
Singlet density at nucleus / one valley: 4.1928 (no unit)
Levels with one lobe removed: [-0.181926 -0.043893 -0.043893 -0.029254 -0.011654 -0.011654] well depth
Distinct levels, full and lowered symmetry: 3, 4
a/b, central well of width 0.6 1/k0: 0.7577
a/b, central well of width 0.05 1/k0: 0.9975
```
